\section*{Sharvin Conductance per Area from the Projected Fermi Sphere}

\section{The current and its voltage}

\noindent\textit{Q.} A contact that scatters nothing should have no resistance. What is there to derive?

\noindent\textit{A.} A finite Fermi surface supplies a finite number of electrons per unit time, so a finite voltage drives a finite current even when every arriving electron crosses. Take a flat contact of area $A$ with its normal along $z$, between a left and a right reservoir. The band is spin degenerate and isotropic, and its energy $E$ rises with $k$. The Fermi surface is then a sphere of radius $k_F$. Electrons are independent and cross without scattering. The contact is wide, $k_F\sqrt A\gg1$, so its edges can be ignored at first.

I use atomic units, $e=\hbar=1$, so that $h=2\pi$. Here $e$ is the magnitude of the electron charge, and $J$ is the magnitude of the current density. The voltage $V=\mu_L-\mu_R>0$ is the difference between the reservoirs' electrochemical potentials.

States moving right were filled by the left reservoir, and states moving left by the right one. Each spin has $d^3k/(2\pi)^3$ states per volume, and each state carries the flux $v_z=\partial E/\partial k_z$. Reversing $\mathbf k$ maps left-movers onto right-movers of equal energy and opposite velocity, so both streams can be written over $v_z>0$:
\begin{equation}
J=2\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,
\bigl[f(E-\mu_L)-f(E-\mu_R)\bigr].
\label{eq:current}
\end{equation}
The 2 counts spin, $f$ is the Fermi function, and the minus sign is the opposite direction of the second stream.

\medskip
\noindent\textit{Q.} If both sides are the same material, there is no contact at all. Your expression still gives a resistance. Where is the voltage drop?

\noindent\textit{A.} Not at the plane. In a uniform ballistic channel, right-movers have potential $\mu_L$ and left-movers $\mu_R$ on both sides of it, so any local average of the two is the same on both sides. For an opening in a thin wall this holds only at distances much smaller than $\sqrt A$. On the axis of a circular opening of radius $a$, at distance $z$ on the right, only the fraction $1-z/\sqrt{z^2+a^2}$ of right-movers comes from the left, so the local average changes gradually over a distance of order $a$. The voltage $V$ is the difference between the electrochemical potentials of the two incoming populations. The resulting conductance is a two-terminal one, and it must not be compared with a local voltage drop without converting between the definitions. The energy supplied by the source is not lost in the contact, where motion is elastic. It is dissipated as the electrons relax in the reservoirs.

\section{From a volume integral to a shadow}

\noindent\textit{Q.} The current contains the velocity. Surely a heavy mass must lower the conductance.

\noindent\textit{A.} Let us follow the velocity through the integral. At zero temperature the bracket in Eq.~\eqref{eq:current} is one in an energy window of width $V$ around the Fermi energy $E_F$, and zero elsewhere. Dividing by $V$ and letting $V\to0$ turns it into $\delta(E-E_F)$:
\begin{equation}
\frac GA=\lim_{V\to0}\frac JV
=2\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,\delta(E-E_F).
\end{equation}
Now divide $k$-space into surfaces of constant energy. Two surfaces whose energies differ by $dE$ are separated by $dE/|\nabla_kE|=dE/|\mathbf v|$, so $d^3k=dS\,dE/|\mathbf v|$. The delta function removes the energy integral:
\begin{equation}
\frac GA=\frac{2}{(2\pi)^3}\int_{v_z>0}dS\,\frac{v_z}{|\mathbf v|}.
\label{eq:surface}
\end{equation}
The vector $\mathbf v/|\mathbf v|$ is the unit normal of the Fermi surface. Its $z$ component times $dS$ is the area of the surface element projected on the $(k_x,k_y)$ plane. A slow electron carries less flux, but slow electrons have more states per unit energy, and the two factors cancel. Let $S_\perp$ be the total projected area, with each transverse wavevector counted once for every crossing with $v_z>0$; for a convex surface this is the shadow, and for a non-convex one it can be larger. Then
\begin{equation}
\frac GA=\frac{2S_\perp}{(2\pi)^3}.
\label{eq:projection}
\end{equation}
At fixed $k_F$ the mass has dropped out.

\medskip
\noindent\textit{Q.} Half the sphere has $v_z>0$, and its area is $2\pi k_F^2$. Why not use that?

\noindent\textit{A.} Because an electron moving at a grazing angle carries little flux through the plane. With $\theta$ measured from $z$, the normal component is $\cos\theta$ and $dS=k_F^2\sin\theta\,d\theta\,d\phi$. Hence
\begin{align}
S_\perp&=k_F^2\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta\\
&=2\pi k_F^2\left[\frac{\sin^2\theta}{2}\right]_0^{\pi/2}
=\pi k_F^2 .
\end{align}
This is the disc that the hemisphere covers once. Inserting it in Eq.~\eqref{eq:projection} gives
\begin{equation}
\frac GA=\frac{2\pi k_F^2}{8\pi^3}=\frac{k_F^2}{4\pi^2}.
\label{eq:sharvin}
\end{equation}

\medskip
\noindent\textit{Q.} Where is the conductance quantum in that?

\noindent\textit{A.} Split the same integral differently. For a fixed transverse wavevector inside the disc, the line along $k_z$ meets the Fermi sphere once with $v_z>0$. Since $v_z\,dk_z=dE$, the contribution of this one mode is
\begin{equation}
2\int_{v_z>0}\frac{dk_z}{2\pi}\,v_z\,\delta(E-E_F)
=\frac{2}{2\pi}=\frac1\pi .
\end{equation}
The atomic unit of conductance is $e^2/\hbar$, and $\hbar=h/(2\pi)$, so $1/\pi$ stands for $e^2/(\pi\hbar)=2e^2/h$. Transverse wavevectors have density $A/(2\pi)^2$, which gives the number of modes
\begin{equation}
N=\frac{A}{(2\pi)^2}\,\pi k_F^2=\frac{Ak_F^2}{4\pi}.
\label{eq:modes}
\end{equation}
Multiplying the two factors and restoring units,
\begin{equation}
\frac GA=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}.
\label{eq:final}
\end{equation}
Spin sits in the conductance quantum and is not counted again in $N$.

\section{Checks on the cancellation}

\noindent\textit{Q.} The cancellation looks convenient. Does it survive a band that is not parabolic, or a surface that is not a sphere?

\noindent\textit{A.} Equation~\eqref{eq:surface} used neither property. For an ellipsoid with semi-axes $a_x,a_y,a_z$ along the coordinate axes, the upper half covers the ellipse $k_x^2/a_x^2+k_y^2/a_y^2\le1$ once. Thus $S_\perp=\pi a_xa_y$, and $a_z$ does not appear.

These cases were tested by evaluating the three-dimensional integral with numerically differentiated velocities and a slightly smeared Fermi edge. The ratio of integral to projection formula is $1.0000$ for the parabolic sphere and for the ellipsoid. For a nonparabolic sphere it is $1.0015$.

\medskip
\noindent\textit{Q.} Then the nonparabolic case disagrees.

\noindent\textit{A.} The excess comes from the smearing. In units with $E_F=k_F=1$, that band obeys $E(1+E)=2k^2$, so the number of modes at energy $E$ is proportional to $k^2=(E+E^2)/2$. The smeared edge averages this with the weight $-f'(E)$, centred at $E=1$. We need the variance of that weight. With $x=(E-1)/\tau$ and $\tau$ the thermal energy, integration by parts and a series expansion give
\begin{align}
\langle x^2\rangle
&=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=\frac{\pi^2}{3}.
\label{eq:variance}
\end{align}
Therefore $\langle E^2\rangle=1+\pi^2\tau^2/3$, up to exponentially small terms from the band bottom, and
\begin{equation}
\frac{\langle E+E^2\rangle}{2}=1+\frac{\pi^2\tau^2}{6}.
\end{equation}
The calculation used $\tau=0.03$, for which the excess is $0.0015$, as found. It vanishes at zero temperature. For the parabolic band $k^2$ is linear in $E$, and a symmetric average leaves it unchanged.

\section{Density and a worked contact}

\noindent\textit{Q.} A semiconductor is specified by its doping, not by $k_F$. What does the result say then?

\noindent\textit{A.} Assume that all the carriers, with density $n$, occupy one spherical valley. Filling the sphere with two spins gives
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.
\end{equation}
Equation~\eqref{eq:sharvin} and its inverse, the specific contact resistance $\rho_c$, become
\begin{equation}
\frac GA=\frac{(3\pi^2n)^{2/3}}{4\pi^2},\qquad
\rho_c=\frac{4\pi^2}{(3\pi^2n)^{2/3}} .
\end{equation}
A kinetic argument gives the same conductance. The density of states is $D=dn/dE=k_F^2/(\pi^2v_F)$, where $v_F$ is the Fermi speed. Half of these electrons move toward the contact, and the average of $\cos\theta$ over their hemisphere is $1/2$. The conductance per area is thus $Dv_F/4=k_F^2/(4\pi^2)$. A calculation of this form in SI units, with the density of states differentiated numerically, checks the density of states and the conversion of units; the angular factor $1/4$ is put in from the argument above.

\medskip
\noindent\textit{Q.} Put numbers in.

\noindent\textit{A.} Choose a model semiconductor with $n=10^{-4}\,\text{\AA}^{-3}$ and an effective mass of $0.3$ electron masses. Then
\begin{equation}
k_F=(3\pi^2\times10^{-4})^{1/3}\,\text{\AA}^{-1}
=0.1436\,\text{\AA}^{-1}.
\end{equation}
The projected disc has area $\pi k_F^2=0.0648\,\text{\AA}^{-2}$. Dividing by $(2\pi)^2$ gives $1.641\times10^{-3}$ modes per $\text{\AA}^2$, or one mode per $609\,\text{\AA}^2$. With $2e^2/h=7.748\times10^{-5}\,\mathrm S$,
\begin{align}
\frac GA&=(7.748\times10^{-5})(1.641\times10^{-3})\,
\mathrm{S}/\text{\AA}^{2}\\
&=1.271\times10^{-7}\,\mathrm{S}/\text{\AA}^{2},\\
\rho_c&=7.87\times10^{6}\,\Omega\,\text{\AA}^2
=7.87\times10^{-10}\,\Omega\,\mathrm{cm}^2 .
\end{align}
The last step uses $1\,\text{\AA}^2=10^{-16}\,\mathrm{cm}^2$. For this single isotropic valley the mass enters only the Fermi energy, $E_F=0.262\,\mathrm{eV}$, which will matter for the temperature correction. Mass anisotropy and the number of valleys do change the result at fixed density: six silicon-like valleys with masses $0.916$ and $0.19$ and a contact normal along a cube axis give $4.1\times10^{-10}\,\Omega\,\mathrm{cm}^2$ at the same $n$.

Raising $n$ tenfold multiplies $\rho_c$ by $10^{-2/3}\approx0.215$ and gives $1.69\times10^6\,\Omega\,\text{\AA}^2$. Lowering it tenfold gives $3.65\times10^7\,\Omega\,\text{\AA}^2$. Both are zero-temperature values. At the lower density $E_F$ is only $0.056\,\mathrm{eV}$, and at $k_BT=0.025\,\mathrm{eV}$ the conductance is about $13\%$ smaller. In this fully transmitting limit doping helps less than proportionally, because conductance follows the area of the Fermi disc while density follows the volume of the sphere.

\section{The metal side}

\noindent\textit{Q.} The metal has a much larger Fermi surface. A rough interface could scatter electrons into all those extra modes. Why should the semiconductor set the limit?

\noindent\textit{A.} Extra exits do not create extra arrivals. Let the semiconductor have $N_s$ modes and the metal $N_m$ modes, with elastic, coherent scattering between them. Normalize the amplitudes to unit flux and write the scattering matrix as
\begin{equation}
S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix},\qquad
S^\dagger S=SS^\dagger=1 .
\end{equation}
The blocks $r$ and $t$ describe reflection and transmission of electrons arriving from the semiconductor; the primed blocks describe arrivals from the metal. Flux conservation is the unitarity of $S$. Its upper-left block gives
\begin{equation}
r^\dagger r+t^\dagger t=1 .
\end{equation}
Both terms are non-negative matrices, so each of the $N_s$ eigenvalues of $t^\dagger t$ lies between 0 and 1. Summing the transmitted flux over incoming modes, each worth $1/\pi$, gives
\begin{equation}
G=\frac1\pi\operatorname{Tr}(t^\dagger t)\le\frac{N_s}{\pi}.
\end{equation}
The opposite direction offers no way around this. The upper-left block of $SS^\dagger=1$ is $rr^\dagger+t't'^\dagger=1$, and therefore
\begin{equation}
\operatorname{Tr}(t't'^\dagger)=N_s-\operatorname{Tr}(rr^\dagger)
=N_s-\operatorname{Tr}(r^\dagger r)=\operatorname{Tr}(t^\dagger t).
\end{equation}
The lower-right block of $S^\dagger S=1$ similarly bounds this trace by $N_m$. The smaller mode number therefore sets the limit.

In a test with 200 random unitary matrices joining 4 modes to 9, the total transmission was the same in both directions and never exceeded 4. Its largest value was $3.39$. These matrices do not model a particular interface, but they do mix the modes freely.

\medskip
\noindent\textit{Q.} So $7.87\times10^{-10}\,\Omega\,\mathrm{cm}^2$ is a prediction for a good contact?

\noindent\textit{A.} No. For this density, valley and voltage definition, it is a lower bound on the two-terminal resistance in the wide, zero-temperature limit. A contact resistance found by extrapolating measurements to zero semiconductor length is half of an intercept shared by two contacts, and can be smaller. For fully transparent contacts on a semiconductor with isotropic scattering, each contact is assigned about $0.53$ of this bound. Reflection by a depletion barrier or by a mismatch of the electronic states raises the resistance. The value is reached if all semiconductor modes are fully transmitted.

\section{Small contacts and finite temperature}

\noindent\textit{Q.} How wide is wide? One mode per $609\,\text{\AA}^2$ is not many.

\noindent\textit{A.} Consider a square channel of side $L$ with hard walls, a parabolic band, and ends smooth enough to transmit every open mode. The transverse wavefunctions vanish at the walls, so their wavevectors are $\pi n_x/L$ and $\pi n_y/L$ with $n_x,n_y\ge1$. A mode is open if
\begin{equation}
n_x^2+n_y^2\le R^2,\qquad R=\frac{k_FL}{\pi}.
\end{equation}
A full disc of radius $R$ contains about $\pi R^2$ integer points. They consist of the origin, $4\lfloor R\rfloor$ points on the axes, and four equal quadrants. The average of $\lfloor R\rfloor$ over a unit interval is $R-\tfrac12$, where $R$ is the midpoint value. The smooth part of the count in one quadrant is therefore
\begin{align}
N_{\rm wall}&\simeq\frac{\pi R^2-1-4(R-\frac12)}{4}
=\frac{\pi R^2}{4}-R+\frac14\\
&=\frac{k_F^2L^2}{4\pi}-\frac{k_FL}{\pi}+\frac14 .
\end{align}
The first term is Eq.~\eqref{eq:modes}. The second is one quadrant's share, a quarter, of the roughly $4R$ axis points of the full disc; these have $n_x=0$ or $n_y=0$ and are excluded by the walls. Relative to the first term, this loss is $4/(k_FL)$.

For $L=200\,\text{\AA}$, $k_FL=28.7$. The area law gives $65.6$ modes, the smooth hard-wall law $56.7$, and direct counting $56$. With $k_F$ held at its bulk value, the conductance is thus $15\%$ below the area law. If instead the mean density in the channel is held at $n$, the Fermi level rises, $k_F$ grows by about $5\%$, 64 modes are open, and the smooth loss shrinks to $(4-\pi)/(k_FL)\approx3\%$. In a test on 41 much larger channels, the count differed from the smooth law by about $-4$ modes on average, $1\%$ of the mean boundary term of 410. That offset comes from sampling only integer and half-integer $R$; over densely sampled $R$ in the same range the mean difference is close to zero, with a scatter of about 8 modes. The boundary term is well supported, but the smooth law does not predict each integer count.

\medskip
\noindent\textit{Q.} And room temperature? You used a sharp Fermi edge.

\noindent\textit{A.} For a parabolic band of mass $m$, $k^2=2mE$, so the number of modes per area at energy $E$ is $mE/(2\pi)$. At temperature $T$ the sharp edge is replaced by $-f'(E)$. Integration by parts has no boundary term, because $Ef$ vanishes at both ends:
\begin{align}
\frac GA&=\frac1\pi\int_0^\infty\frac{mE}{2\pi}(-f')\,dE
=\frac{m}{2\pi^2}\int_0^\infty f\,dE\\
&=\frac{m}{2\pi^2}\,k_BT\ln\!\left(1+e^{\mu/k_BT}\right).
\label{eq:thermal}
\end{align}
The last integral follows from $f=-k_BT\,\partial_E\ln[1+e^{(\mu-E)/k_BT}]$. When $\mu\gg k_BT$, the conductance is proportional to $\mu$, apart from an exponentially small term.

\medskip
\noindent\textit{Q.} Then temperature does nothing?

\noindent\textit{A.} It does nothing appreciable at fixed $\mu\gg k_BT$, but doping fixes the density, and $\mu$ must move. The density is proportional to $\int_0^\infty\sqrt E\,f\,dE$. Integrating by parts and expanding $\tfrac23E^{3/2}$ about $\mu$, with the variance from Eq.~\eqref{eq:variance}, gives
\begin{align}
\frac23E_F^{3/2}&\simeq\frac23\mu^{3/2}
+\frac12\,\frac{\pi^2(k_BT)^2}{3}\,\frac{1}{2\sqrt\mu}\\
&=\frac23\mu^{3/2}\left[1+\frac{\pi^2}{8}
\left(\frac{k_BT}{\mu}\right)^2\right].
\end{align}
Taking the power $2/3$ and solving to second order,
\begin{equation}
\frac{G(T)}{G(0)}\simeq\frac{\mu}{E_F}
\simeq1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .
\end{equation}
For $k_BT=0.025\,\mathrm{eV}$, $k_BT/E_F=0.0955$. The estimate is $0.9925$, and numerical integration at fixed density gives $0.9924$. The conductance falls by about $0.8\%$, less than the edge loss of the $200\,\text{\AA}$ contact, which is about $3\%$ at fixed density and $15\%$ at fixed $k_F$. The expansion fails when $k_BT$ becomes comparable with $E_F$; Eq.~\eqref{eq:thermal} still holds there for this ideal band, with $\mu$ found from the full density integral. The remaining checks are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (ratios are computed value / formula)
flux integral, parabolic sphere: 1.00000
flux integral, nonparabolic sphere: 1.00148
flux integral, ellipsoid: 1.00000
state count in periodic box: 0.99933
transverse mode count, periodic: 1.00007
mean hard-wall count residual: -4.365 modes
mean boundary term in that test: 410.0 modes
largest total transmission, 4 to 9 modes: 3.393
kinetic SI route: 1.00000000
WORKED EXAMPLE
electron density: 1.0e-04 angstrom^-3
effective mass: 0.30 electron masses
conductance quantum 2e^2/h: 7.748092e-05 S
Fermi wavevector: 0.14360 angstrom^-1
Fermi energy: 0.2619 eV
projected Fermi disc: 0.06478 angstrom^-2
modes per area: 1.6409e-03 angstrom^-2
area per mode: 609.4 angstrom^2
Sharvin conductance per area: 1.2714e-07 S/angstrom^2
  converted: 1.2714e+09 S/cm^2
specific contact resistance: 7.8656e+06 ohm angstrom^2
  converted: 7.8656e-10 ohm cm^2
DENSITY TREND
resistance at 1e-05 angstrom^-3: 3.6509e+07 ohm angstrom^2
resistance at 1e-03 angstrom^-3: 1.6946e+06 ohm angstrom^2
FINITE SQUARE CONTACT
side: 200 angstrom
k_F times side: 28.72
modes from area law: 65.63
modes from smooth hard-wall law: 56.74
modes counted with hard walls: 56
counted / area law: 0.8532
FINITE TEMPERATURE AT FIXED DENSITY
thermal energy: 0.025 eV
chemical potential: 0.25988 eV
thermal energy / Fermi energy: 0.0955
conductance / zero-temperature value: 0.99240
low-temperature estimate of that ratio: 0.99250
\end{verbatim}
